# Why Film Shear Sits at the Edge yet Bends the Wafer

## A stretched tape on a rigid block

Stretch a thin tape until it carries a tensile force $F$ per unit width, glue it along its whole length to a rigid block, and let go of the ends. The block cannot deform, so the glued tape stays stretched. Consider a short piece near the middle. Its neighbours pull it left and right with the same force $F$. These pulls balance, and the glue under the piece has no sideways force to supply.

The last piece at the right-hand end is different. Its neighbour pulls it to the left with force $F$, but nothing pulls on its free end. The glue must hold it, and by reaction the tape pulls the block's surface to the left with force $F$. At the other end the block is pulled to the right.

The block is thus squeezed by two inward forces along its top surface. If it is now allowed to be slightly elastic, it shortens, and because the forces act above its mid-plane, it also bends. Its middle is bent although the glue there transmits no shear. A rope pulled at its two ends is likewise in tension along its whole length: a force can pass through a section without being applied there.

A stressed film on a wafer behaves in the same way, with two refinements. The edge force is spread over a narrow zone, and the elasticity of the wafer adds a weak tail of shear farther in.

## Force balance of the film

Let the film have thickness $h_f$ and mismatch stress $\sigma$, the in-plane stress it would carry if the wafer did not yield. Tension is positive. The wafer has thickness $h_s\gg h_f$. The bond is intact, the materials are linearly elastic and slopes are small.

Let $x$ point outward toward a straight film edge, and let $N(x)$ be the film force per unit width. The shear traction $\tau$ is positive when the film pulls the wafer inward; the wafer then pulls the film outward. A film slice of length $dx$ feels $N(x+dx)$ outward, $N(x)$ inward and $\tau\,dx$ outward:

$$N(x+dx)-N(x)+\tau\,dx=0\quad\Rightarrow\quad \tau=-\frac{dN}{dx}.$$

Shear measures the change of film force, not its size. Where $N$ is uniform, $\tau=0$, however large the stress.

At the free edge $x=a$ nothing pulls on the film, so $N(a)=0$. Integrating from an interior point $x_0$ to the edge gives

$$\int_{x_0}^{a}\tau\,dx=N(x_0)-N(a)=N(x_0)\approx\sigma h_f\equiv F.$$

The total edge force is therefore fixed without knowing how the traction is distributed.

On a round wafer, take a film element between $r$ and $r+dr$ within a small angle $d\theta$. The radial force changes by $d(rN_r)\,d\theta$. The hoop forces on its two sides are not quite parallel and give an inward resultant $N_\theta\,dr\,d\theta$. Adding the outward traction $\tau r\,dr\,d\theta$ and dividing by $r\,dr\,d\theta$,

$$\tau=-\left(\frac{dN_r}{dr}+\frac{N_r-N_\theta}{r}\right).$$

Both terms vanish for a uniform film force that is equal in the two directions.

The absence of shear in the strip relies on uniformity. Suppose its mismatch stress falls from the centre as $\sigma[1-\tfrac12(x/a)^2]$. On a nearly rigid wafer $\tau=\sigma h_fx/a^2$, which at $x=a/2$ equals $\sigma h_f/(2a)$. For $\sigma=400$ MPa, $h_f=0.5$ µm and $a=4650$ µm this is 21.5 kPa. A finite-element solution that includes the elastic wafer gives 21.4 kPa. In a strip, interior shear appears wherever the film force varies along $x$.

## How the interior can be bent without shear

The wafer does yield, so it must be shown that a bent interior is compatible with zero shear. Take a long strip that cannot strain along the direction parallel to its edge. With Young's modulus $E$ and Poisson's ratio $\nu$, zero strain in that direction requires a stress $\nu\sigma_{xx}$ there. Hence

$$\varepsilon_{xx}=\frac{\sigma_{xx}-\nu(\nu\sigma_{xx})}{E}=\frac{\sigma_{xx}}{E'},\qquad E'=\frac{E}{1-\nu^2}.$$

Subscripts $s$ and $f$ mark wafer and film. Measure $z$ upward from the wafer's mid-plane, with the film on top, and count curvature $\kappa$ positive when the film side is concave. Try

$$\varepsilon_{xx}=\varepsilon_0-\kappa z,\qquad \sigma_{xz}=\sigma_{zz}=0,$$

with constant $\varepsilon_0$ and $\kappa$. The stress $\sigma_{xx}$ then depends on $z$ alone, so every slice is in balance. The top and bottom faces are free of load, and film and wafer share the same strain at the interface. All interior conditions hold with zero shear.

The two constants follow from a vertical cut through film and wafer. Nothing outside pulls on the strip, so the total force on the cut is zero:

$$N+E_s'h_s\varepsilon_0=0\quad\Rightarrow\quad\varepsilon_0=-\frac{N}{E_s'h_s}.$$

The total moment about the wafer's mid-plane is also zero. The film force acts at height $(h_s+h_f)/2$. In the wafer, $\int E_s'(\varepsilon_0-\kappa z)z\,dz=-E_s'\kappa h_s^3/12$, because the $\varepsilon_0$ term is odd in $z$. Neglecting the film's own bending stiffness,

$$N\frac{h_s+h_f}{2}-\frac{E_s'\kappa h_s^3}{12}=0\quad\Rightarrow\quad \kappa=\frac{6N}{E_s'h_s^2}\left(1+\frac{h_f}{h_s}\right).$$

The wafer section carries a compressive force and a bending moment. Both were fed in at the edge and pass unchanged through the interior.

The wafer's top surface has strain $\varepsilon_0-\kappa h_s/2\approx-4N/(E_s'h_s)$: one part from compression and three from bending. The film shares this strain and loses the fraction $4E_f'h_f/(E_s'h_s)$ of its force. This loss is the same everywhere in the interior, so it creates no shear.

On a round wafer with equal stresses in both directions, $\varepsilon=\sigma(1-\nu)/E$. The same calculation holds with $E_s'$ replaced by the biaxial modulus $B=E_s/(1-\nu_s)$. To leading order in $h_f/h_s$,

$$\kappa=\frac{6F}{Bh_s^2},\qquad \text{bow}=\frac{\kappa R^2}{2},$$

where $R$ is the wafer radius. This is Stoney's formula.

## How quickly the shear fades

Seen from a distance $d\gg h_f$, the edge traction looks like a line force $F$ pulling the surface inward. If also $d\ll h_s$, and the film edge lies well inside the wafer edge, the wafer looks like a half-space.

For a line force $F$ along a flat surface, let $r$ be the distance from the force and $\theta$ the angle from its direction. Try a purely radial stress $\sigma_{rr}=-C\cos\theta/r$. It satisfies radial equilibrium, since $\partial\sigma_{rr}/\partial r+\sigma_{rr}/r=0$. It leaves the surface free of traction away from the force. It is also compatible with a continuous displacement, because in plane elasticity without body forces this requires the sum of the normal stresses to be harmonic, and $\cos\theta/r$ is. Force balance on a half-disc around the line fixes $C$:

$$F-C\int_0^\pi\cos^2\theta\,d\theta=0\quad\Rightarrow\quad C=\frac{2F}{\pi}.$$

The film interior lies ahead of the inward force, at $\theta=0$. The surface strain there is $-2F/(\pi E_s'd)$, a compression. The film follows it:

$$N(d)\approx F-E_f'h_f\frac{2F}{\pi E_s'd}.$$

Since $d$ grows inward, $\tau=-dN/dx=+dN/dd$, and with $F=\sigma h_f$

$$\tau(d)\approx\frac{2}{\pi}\frac{E_f'}{E_s'}\,\sigma\left(\frac{h_f}{d}\right)^2,\qquad h_f\ll d\ll h_s.$$

Because of this tail, the interior shear on an elastic wafer is small but not exactly zero. On a rigid wafer, $E_s'\to\infty$, it vanishes and the tape on the block is recovered. At distances comparable with $h_s$ the half-space picture fails, and the strip approaches the shear-free state found above.

## Sizes for a nitride film on a 300 mm wafer

Take a silicon nitride film on one side of a (100) silicon wafer, with rough typical values: $h_f=500$ nm, $\sigma=400$ MPa, $h_s=775$ µm, $R=150$ mm, $E_f'=213$ GPa, $E_s'=141$ GPa and $B=181$ GPa. The film stops 3 mm from the wafer edge. The edge zone was computed by finite elements in a plane-strain strip with an isotropic wafer, the true thicknesses, a film half-length of 4.65 mm and 3 mm of bare wafer beyond it.

The edge force and edge moment are

$$F=(400\times10^6)(500\times10^{-9})=200\ \text{N/m},\qquad \frac{Fh_s}{2}=0.0775\ \text{N m/m}.$$

Of this force, 39 % is delivered within 0.5 µm of the film edge, 88 % within 5 µm and 98.8 % within 50 µm. The interior film force is itself 0.39 % below $\sigma h_f$, because the wafer yields. A coarser mesh changed the first share by 0.0016, and a finer one lowered it from 0.386 to 0.385.

The mean shear over the first 0.5 µm is $0.386\times400=154$ MPa. Quoting a peak would mean little, because the ideal elastic corner is singular. The shear falls to 4.7 MPa at 5 µm and 41 kPa at 50 µm. The tail formula gives at 50 µm

$$\frac{2}{\pi}\times\frac{213.3}{141.3}\times400\ \text{MPa}\times\left(\frac{0.5}{50}\right)^2=38\ \text{kPa},$$

which is 7 % below the computed value. The formula neglects both the spread of the edge load and the finite wafer thickness; their separate shares were not determined.

One wafer thickness from the edge the computed shear is $-5$ Pa on this mesh and about $-7$ Pa on a finer one, of order $10^{-8}$ of the film stress. The negative sign means a very weak outward pull on the wafer. At two thicknesses the magnitude is below 1 Pa. These tiny values shift by tens of percent with the mesh, so their sign and order of magnitude are all that should be read from them.

For the whole wafer,

$$\kappa=\frac{6\times200}{(180.7\times10^9)(775\times10^{-6})^2}=0.0111\ \text{m}^{-1},$$

a radius of curvature of 90 m. The bow is $0.01106\times0.150^2/2=1.24\times10^{-4}$ m, or 124 µm.

## Which forces do the bending

The claim that the edge tractions bend the wafer can be tested directly. The interface forces from the strip solution were divided at one wafer thickness from the film edge, and each group was applied to a bare wafer strip. The edge group alone reproduced the curvature of 0.0141 m⁻¹ to within a few parts in $10^5$. The interior group gave about $-2\times10^{-5}$ of it.

Replacing all interface forces by one horizontal line force at the film edge gave 0.9994 of the curvature. The missing part matches $h_f/h_s=6.5\times10^{-4}$, and its origin can be traced. The film force acts at the film's mid-height, while the shear acts on its underside. This leaves a couple $Fh_f/2$, which normal tractions near the edge must balance. For a tensile film they hold the outermost part down and press on the wafer farther in. They have no net force, but their couple supplies the small extra lever arm. They also tend to peel the edge.

From 1.5 wafer thicknesses beyond the film edge onward the strip was practically straight: a parabola fitted to that whole stretch had $5\times10^{-5}$ of the curvature under the film. The local curvature of the bottom face oscillates in sign as it decays; its magnitude is about $10^{-3}$ of the covered value at 1.5 thicknesses and a few times $10^{-4}$ at two. The change from straight to bent takes place around the film edge, where the force enters, over roughly one wafer thickness on either side. On a disc the bare rim cannot simply stay straight in this way. It must tilt to follow the covered part, and a tilted ring is curved around its circumference, which costs bending energy. A plate calculation with the film ending 3 mm from the rim gives a bow about 1.5 % below the value for full coverage.

## Gaps and patterned films

A gap in the film creates two new edges, which pull the wafer surface in opposite directions, each toward its own piece of film. Their effect on the overall bend follows from the reciprocal theorem of linear elasticity: for two loadings of one body, the work of the first loads through the second displacements equals the work of the second loads through the first displacements.

Let the first loading be a pair of inward line forces $F$ at the ends of a film piece of length $L$, which turn the strip's ends by a relative angle $\vartheta$. Let the second be end moments $m$ per unit width. They produce the curvature $12m/(E_s'h_s^3)$ and shorten the top surface by the strain $6m/(E_s'h_s^2)$. Equating the two works,

$$m\vartheta=F\,\frac{6m}{E_s'h_s^2}L\quad\Rightarrow\quad\vartheta=\frac{6FL}{E_s'h_s^2}.$$

Each piece contributes in proportion to its length. For parallel film lines bent across their length, the mean curvature is therefore the full-film value times the covered fraction, provided each line is wide enough to reach its full film force over most of its width. The full force is approached slowly. For the film and wafer of this example, the elastic strip model gives an isolated line 10 µm wide (20 film thicknesses) only 64 % of the full force on average, a 50 µm line 89 % and a 200 µm line 97 %. Narrow lines therefore need their own stress calculation.

## What to do about it

**Reading film stress from bow.** Stoney's formula gives $F=Bh_s^2\kappa/6$, and division by $h_f$ gives the stress. Use the change of shape between measurements before and after deposition, on the same supports. For this wafer, held at its rim, gravity alone causes a sag of about 105 µm in an isotropic plate model (103 µm with silicon's cubic elasticity), nearly as large as the bow. In linear plate theory the sag cancels in the difference. Stretching of the wafer leaves a remainder: with this tensile film on top, sag and bow add up, and a large-deflection plate model puts the difference about 4 % below the linear bow. With the film underneath they oppose each other, and the error is about 0.5 %.

**Judging the interface.** Bow measures the total edge force and says nothing about how it is distributed. Spreading 200 N/m evenly over the 150 mm radius would suggest a shear of 1.3 kPa. The model instead gives more than 100 MPa on average over the first half micrometre and almost nothing in the interior. For a uniform, well-bonded film, shear failure should first be looked for at film edges, including those of holes and trenches.

**Relieving the edge.** Let the film thickness taper to zero over a length $\ell\gg h_f$ while its stress stays uniform. Then $N=\sigma h(x)$, and the mean shear over the taper is $\sigma h_f/\ell$. For $\ell=50$ µm this is $400\times0.5/50=4$ MPa. The total force is unchanged, so such a taper, short compared with the wafer radius, protects the edge but hardly changes the bow.

**Reducing the bow.** For a given wafer and a full film, one can lower the product $\sigma h_f$ or add an equal film on the back. The two films exert opposite moments, which cancel, while their compressive forces add. The wafer becomes flat, but the shear at each film edge remains.

## How far a real wafer departs from the model

Deposited nitride films can be tensile or compressive, with stresses of several hundred MPa, so the example is in a realistic range. For a compressive film the signs of $F$, $\tau$ and $\kappa$ reverse. The assumption of uniformity holds only approximately for a real film. If the film force drops by 2 % from centre to rim, equally in both directions, the mean interior shear is $0.02\times200/0.15\approx27$ Pa. That is more than the elastic tail leaves deep inside, yet negligible beside the edge traction. In linear plate theory the bow then falls by about 1 % if the drop is linear in $r$ and by about 0.7 % if it is parabolic; a drop confined to the rim matters much less.

Other corrections are small here. A flat disc cannot become a spherical cap without stretching, and this lowers the average curvature by about 0.5 % and the bow by about 0.7 %. Since the stretching strain grows as $\kappa^2$, its energy grows as $\kappa^4$ against $\kappa^2$ for bending, so the relative correction, while small, rises as the square of the bow. It matters for strongly bowed or thinned wafers; once the bow is comparable with the wafer thickness, it grows more slowly than this rule. This holds only while the shape stays axisymmetric: an estimate with uniform curvatures on an isotropic disc gives a change to unequal curvatures in the two directions at a bow of roughly 1.8 wafer thicknesses, and beyond that a single curvature no longer describes the wafer. The curved film also pulls on the wafer at right angles to the surface with $2F\kappa=4.4$ Pa, one term $F\kappa$ from each direction. This does not alter the bow: the wafer carries an equal compressive force along the same curve, whose resultant is $2F\kappa$ in the opposite direction, so the two cancel.

Silicon's Young's modulus is 30 % higher along ⟨110⟩ than along ⟨100⟩. The biaxial modulus of a (100) wafer does not depend on in-plane direction, so the formula for $\kappa$ is unaffected. The shear tail does change: for a half-space with silicon's cubic elastic constants it is about 13 % weaker than the isotropic formula gives when the edge force points along ⟨100⟩, and about 22 % weaker along ⟨110⟩. The edge zone also becomes slightly narrower: with the cubic constants, 40 to 41 % of the force is delivered within 0.5 µm and 90 to 91 % within 5 µm, and the mean shear over the first 0.5 µm is about 160 MPa instead of 154 MPa. Plastic flow, cracking and debonding are outside the model. Plastic flow would limit the traction at the corner, and a film that has come loose near its edge passes its force to the wafer at the new boundary of the bonded region. The numerical output below lists the inputs and the main results.

## Computed results

```
INPUTS (rough typical values)
film thickness 500 nm, film stress 400 MPa
film Young modulus 200 GPa, Poisson ratio 0.25
wafer thickness 775 um, wafer radius 150 mm
uncovered rim width 3 mm
silicon C11, C12, C44: 166, 64, 80 GPa
silicon E<100> 130.4 GPa, Poisson ratio 0.278
silicon biaxial modulus 180.7 GPa
plane-strain moduli: wafer 141.3, film 213.3 GPa
strip model: film half-length 4.65 mm
EDGE ZONE (strip model)
force share within 0.5 um of edge: 0.3862
force share within 5.0 um of edge: 0.8835
force share within 50.0 um of edge: 0.9878
force share within one wafer thickness: 0.99613
mean shear in first 0.5 um: 154 MPa
shear at 5 um: 4.66 MPa
shear at 50 um: 41.1 kPa
tail law at 50 um: 38.4 kPa
shear at 1 wafer thickness: -5.1 Pa
shear at 2 wafer thicknesses: -0.46 Pa
largest force-balance error / F: 2.2e-03
parabolic stress, shear at mid-film: 21.38 kPa
same from stress gradient: 21.51 kPa
CAUSE OF BENDING (strip model)
strip curvature, computed: 0.014091 1/m
strip curvature, film-force formula: 0.014091 1/m
curvature share, edge forces only: 1.00002
curvature share, interior forces only: -1.8e-05
curvature share, single edge line force: 0.99936
curvature of bare overhang / covered part: 4.9e-05
mesh shift, curvature: 3.4e-07 (relative)
mesh shift, force share in first 0.5 um: 0.0016
WHOLE WAFER
edge force 200.0 N/m, edge moment 0.0775 N m/m
curvature 0.01106 1/m, radius of curvature 90.4 m
bow 124.4 um = 0.1244 mm
NEGLECTED EFFECTS
bow with uncovered rim: 122.6 um (-1.48 %)
large-deflection lowering of curvature: 0.47 %
gravity sag, rim-supported: 105.5 um
film force lost to wafer compliance (strip): 0.39 %
silicon E<110>/E<100>: 1.302
normal pressure of bowed film: 4.42 Pa
```
